# Energy variance of an impurity band of randomly placed donors

## Problem

Donors sit at independent, uniformly distributed random points with mean density \(N\). Each carries one orbital of energy \(E_0\), and the orbitals are taken to be orthonormal. Two donors a distance \(r\) apart are coupled by a matrix element of magnitude

\[
t(r)=2\,\mathrm{Ry}\,(1+r/a)\,e^{-r/a},
\]

where \(a\) is the effective Bohr radius and \(\mathrm{Ry}=e^2/(8\pi\varepsilon a)\) the effective Rydberg. One electron moves in this network, without electron repulsion.

Find the variance of its energy levels, averaged over donor placements in a large sample. Evaluate it for shallow donors in silicon at \(N=10^{17}\ \mathrm{cm^{-3}}\), with the rough values 11.7 for the relative permittivity and 0.30 electron masses for an isotropic effective mass. Check the result by diagonalizing random matrices.

The effective radius is the hydrogen radius multiplied by \(11.7/0.30\), and the effective Rydberg is the hydrogen value multiplied by \(0.30/11.7^2\). This gives \(a=2.064\) nm, \(\mathrm{Ry}=29.82\) meV and \(Na^3=8.790\times10^{-4}\).

## A tempting solution

The hopping falls off exponentially, so a donor should feel little beyond its nearest neighbour. The probability that no other donor lies within \(r\) is \(e^{-4\pi Nr^3/3}\). Setting it to one half gives the median nearest-neighbour distance,

\[
r_m=\left(\frac{3\ln 2}{4\pi N}\right)^{1/3}=11.83\ \mathrm{nm}=5.73\,a .
\]

The hopping at this distance is

\[
t(r_m)=2(29.82\ \mathrm{meV})(6.73)\,e^{-5.73}\approx1.30\ \mathrm{meV}.
\]

A pair of donors has the levels \(E_0\pm t\), whose variance is \(t^2\). The band would then have variance \((1.30\ \mathrm{meV})^2\approx1.7\ \mathrm{meV^2}\) and standard deviation 1.3 meV.

## Where it fails

The variance requires the average of \(t^2\) over the distances that occur. The argument above evaluates \(t^2\) at one typical distance instead. For a function this steep the two differ greatly: a close pair is rare, but its \(t^2\) can be hundreds of times the value at the median distance.

Neglecting the more distant neighbours is a smaller fault here. It can be separated from the first once the correct average is known.

## Solution

**From levels to matrix elements.** For \(n\) donors write \(H=E_0\mathbf 1+T\), with \(T_{ii}=0\) and \(|T_{ij}|=t(r_{ij})\) for \(i\ne j\). Because the orbitals are orthonormal, the levels \(E_\nu\) are the ordinary eigenvalues of \(H\). The trace gives their mean:

\[
\frac1n\sum_\nu E_\nu=E_0+\frac1n\operatorname{Tr}T=E_0 .
\]

This holds for every placement, so there is no additional variance from a mean that changes between samples. The variance within one sample is

\[
v=\frac1n\sum_\nu(E_\nu-E_0)^2=\frac1n\operatorname{Tr}T^2
=\frac1n\sum_{i\ne j}|T_{ij}|^2=\frac1n\sum_{i\ne j}t(r_{ij})^2 .
\]

The sign of the hopping has dropped out. Each pair appears twice, once as \((i,j)\) and once as \((j,i)\). For \(n=2\) the formula gives \(v=t^2\), in agreement with the levels \(E_0\pm t\).

**Average over placements.** Use a periodic box of volume \(V=n/N\), large compared with \(a\), so that surfaces play no part. The displacement between two independent uniform points is then uniform in the box. There are \(n(n-1)\) ordered pairs, hence

\[
\langle v\rangle=\frac{n(n-1)}{n}\,\frac1V\int t^2\,d^3r
=\frac{n-1}{n}\,N\int t^2\,d^3r .
\]

For a large sample the factor \((n-1)/n\) tends to one.

**Radial integral.** With \(x=r/a\),

\[
N\int t^2d^3r=16\pi Na^3\,\mathrm{Ry}^2\int_0^\infty(x^2+2x^3+x^4)e^{-2x}dx .
\]

Since \(\int_0^\infty x^m e^{-2x}dx=m!/2^{m+1}\), the three terms are \(2/8=1/4\), \(2\cdot6/16=3/4\) and \(24/32=3/4\). Their sum is \(7/4\), and therefore

\[
\boxed{\sigma^2=28\pi\,Na^3\,\mathrm{Ry}^2 } .
\]

No expansion in the density was made. Within the stated model the result holds at any \(Na^3\).

For the example,

\[
\sigma^2=87.96\times8.790\times10^{-4}\,\mathrm{Ry}^2=0.0773\,\mathrm{Ry}^2=68.7\ \mathrm{meV^2},
\qquad \sigma=8.3\ \mathrm{meV}.
\]

The tempting answer for the variance is too small by a factor of about 40.

**The two faults compared.** Half of the integral comes from \(r<1.97a=4.07\) nm. Keeping each donor's nearest neighbour alone would insert the factor \(e^{-4\pi Nr^3/3}\) into the integral, the probability that nobody is closer. Inside 4.07 nm this factor is at least 0.97, so more than 0.48 of the variance survives. Doing the integral with the factor included gives 0.94. That neglect costs about 6%; the rest of the error comes from using a typical distance.

The density dependence was wrong as well. The true variance is proportional to \(N\), because the number of close neighbours per donor is. The tempting one contains \(e^{-2r_m/a}\) with \(r_m\propto N^{-1/3}\), so its ratio to the true variance tends to zero in the dilute limit.

## Check by matrix sampling

How closely should a finite set of matrices agree with the formula? Write \(v=(2/n)\sum_{i<j}t_{ij}^2\). Two pairs without a common donor have independent distances. So do two pairs that share a donor in the periodic box: with the shared donor held fixed, the other two are still placed independently and uniformly. All covariances between different pairs vanish, and the \(n(n-1)/2\) equal variances add:

\[
\operatorname{Var}(v)=\frac{4}{n^2}\,\frac{n(n-1)}2\operatorname{Var}(t^2)
=\frac{2(n-1)}n\left[\frac1V\int t^4d^3r-\left(\frac1V\int t^2d^3r\right)^2\right].
\]

The fourth power requires

\[
\int_0^\infty x^2(1+x)^4e^{-4x}dx
=\frac{2}{4^3}+\frac{4\cdot3!}{4^4}+\frac{6\cdot4!}{4^5}+\frac{4\cdot5!}{4^6}+\frac{6!}{4^7}
=\frac{437}{1024},
\]

so that \(N\int t^4d^3r=64\pi(437/1024)Na^3\mathrm{Ry}^4=(437\pi/16)Na^3\mathrm{Ry}^4\).

For \(n=100\) at the example density, the bracket is \(7.54\times10^{-4}\,\mathrm{Ry}^4\). One matrix therefore has a spread of \(\sqrt{1.98\times7.54\times10^{-4}}\approx0.039\,\mathrm{Ry}^2\), and the mean of 2000 matrices has a standard error of \(0.00086\,\mathrm{Ry}^2\). At the two higher densities 500 matrices were used. Variances are in \(\mathrm{Ry}^2\), and the formula includes the factor 99/100:

| \(Na^3\) | sampled | formula | standard error |
|---|---:|---:|---:|
| 0.000879 | 0.0767 | 0.0765 | 0.0009 |
| 0.004 | 0.350 | 0.348 | 0.004 |
| 0.016 | 1.394 | 1.393 | 0.007 |

The test allowed four standard errors; all three differences are below one.

The factor \((n-1)/n\) is hard to see at \(n=100\). For 100,000 boxes of four donors at \(Na^3=0.001\), the sampled variance divided by \(28\pi Na^3\mathrm{Ry}^2\) was \(0.753\pm0.006\). The expected ratio is \(3/4\).

## What the standard deviation describes

A donor has a neighbour within 4.07 nm with probability \(1-e^{-4\pi Nr^3/3}=0.028\); the sampled fraction was 0.027. Pairs this close supply half the variance, although fewer than three donors in a hundred belong to one.

The middle half of the sampled levels spans about 2 meV (1.9 meV at \(n=100\), about 2.1 meV at \(n=700\)). A Gaussian with the same variance would need 11.2 meV. The tempting estimate of 1.3 meV thus gives the scale of the narrow central peak, while \(\sigma\) is governed largely by the tails.

The fourth moment shows this too. It equals \(\operatorname{Tr}T^4/n\), a sum over closed walks of four hops. Walks that go back and forth between two donors contribute \(N\int t^4d^3r\) in a large sample. All other walks contribute positive amounts when every hopping has the same sign, since four such factors have a positive product. Hence

\[
\frac{\langle(E-E_0)^4\rangle}{\sigma^4}>
\frac{(437\pi/16)Na^3}{(28\pi Na^3)^2}
=\frac{85.8\times8.79\times10^{-4}}{(0.0773)^2}\approx12.6 ,
\]

against 3 for a Gaussian. The lower bound grows as \(1/N\) on dilution.

## Overlap of the orbitals

Orthogonality was assumed, but two 1s orbitals overlap. The effect can be sized for an isolated pair of ionized cores that shares one electron. Let \(R=r/a\), and measure lengths in \(a\) and Coulomb energies in \(2\,\mathrm{Ry}\). In spheroidal coordinates \(r_{A,B}=R(\xi\pm\eta)/2\), with volume element \((R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\), the overlap is

\[
S=\frac{R^3}{4}\int_1^\infty d\xi\int_{-1}^1d\eta\,(\xi^2-\eta^2)e^{-R\xi}
=\left(1+R+\frac{R^2}{3}\right)e^{-R}.
\]

The attraction integral between the two orbitals is

\[
K=\frac{R^2}{2}\int_1^\infty d\xi\int_{-1}^1d\eta\,(\xi+\eta)e^{-R\xi}
=R^2\int_1^\infty\xi e^{-R\xi}d\xi=(1+R)e^{-R}.
\]

Thus \(2\,\mathrm{Ry}\,K\) is the hopping given in the problem. The attraction of one orbital to the other core is

\[
J=\frac{R^2}{2}\int_1^\infty d\xi\int_{-1}^1d\eta\,(\xi+\eta)e^{-R(\xi+\eta)}
=-\frac{R^2}{2}\frac{d}{dR}\frac{1-e^{-2R}}{R^2}
=\frac1R-e^{-2R}\left(1+\frac1R\right).
\]

Each orbital solves the problem of its own core. The matrix elements are therefore \(H_{11}=E_0-2\,\mathrm{Ry}\,J\) and \(H_{12}=E_0S-2\,\mathrm{Ry}\,K\), and the pair levels are \((H_{11}\pm H_{12})/(1\pm S)\). Half their separation is the hopping between orthogonalized orbitals:

\[
\tilde t=\frac12\left[\frac{H_{11}-H_{12}}{1-S}-\frac{H_{11}+H_{12}}{1+S}\right]
=\frac{SH_{11}-H_{12}}{1-S^2}
=2\,\mathrm{Ry}\,\frac{K-SJ}{1-S^2}.
\]

Replacing \(t^2\) by \(\tilde t^{\,2}\) in the radial integral multiplies the variance by 0.27. For the example, \(\sigma\) would fall from 8.3 to about 4.3 meV. Two fixed 1s orbitals are not a converged basis: with the half-splitting from a converged solution of the one-electron pair, the factor is 0.31 and \(\sigma\) is about 4.6 meV. This counts the change in hopping alone; the accompanying shifts of the site energies are left out.

## Real donors in silicon

The density and permittivity suit moderately doped silicon, but one isotropic valley does not describe it. A donor state with equal weight in the six valleys has its hopping multiplied by \(\frac13\sum_i\cos(k_0x_i)\), where \(x_i\) are the components of the pair separation. Here \(k_0a\approx20\), so the phases vary rapidly over the relevant distances. The mean square tends to \(\frac19\cdot3\cdot\frac12=\frac16\), which would reduce \(\sigma\) to about 3.4 meV if this state stayed separate from the other five valley combinations. That requires \(t\) small against their splitting, about 12 meV for phosphorus, whereas pairs with \(t>11.7\) meV supply 81% of the variance. With all twelve states of a pair kept and the phosphorus splitting, the mean square shift of the two lowest levels is 0.57 of \(t^2\), or about 6.3 meV for \(\sigma\). For six degenerate valley states the phases drop out of the trace and there is no reduction. Mass anisotropy matters less: a variational ellipsoidal orbital gives an estimated variance factor of 0.93, if hopping is assumed to follow the scaled distance. The binding energy of a real shallow donor such as phosphorus is roughly 45 meV, above the model's 30 meV. Since the tail length varies as the inverse square root of the binding energy, \(a^3\) would shrink by a factor of 0.54. The energy prefactor does not stay fixed, however. The Coulomb attraction integral for the shorter orbital scales as \(1/a\) and gives a variance factor of 0.81, while a prefactor of twice the binding energy gives 1.23. This estimate therefore fixes neither the size nor the direction of the change. These corrections are not independent and should not be multiplied together.

The conduction band limits the model in another way. With \(E_0=-\mathrm{Ry}\) measured from the band edge, a pair with \(t>\mathrm{Ry}\) has its upper level in the continuum. This happens within 3.5 nm, and such pairs supply 38% of the variance. Half of that share comes from their upper levels. This marks a failure of the model rather than a property of close donors: the two-orbital level \((H_{11}-H_{12})/(1-S)\), which keeps the overlap and the site shift, reaches the band edge only below \(0.33a=0.69\) nm, and in a converged solution of the one-electron pair the upper level stays below \(-\mathrm{Ry}\) from \(0.1a\) to \(15a\).

Electron repulsion on one donor is \(5\,\mathrm{Ry}/4=37\) meV for unrelaxed 1s orbitals and about 28 meV with relaxation and correlation, well above \(\sigma\) and the width of the central peak. The one-electron band is therefore not the excitation spectrum of a crystal with one electron per donor. For close pairs the hopping competes with the repulsion: those with \(2t>37\) meV supply 64% of the variance.

Compensation adds random site energies. Because \(T_{ii}=0\), their cross term with the hopping vanishes in the trace, and their variance adds to \(\sigma^2\). The Coulomb energy at the mean spacing is 5.7 meV. This is again a value at one typical distance, and it sets only the scale (its square is \(33\ \mathrm{meV^2}\)). The variance depends on the compensation ratio: a classical impurity band with relaxed occupation gives about 4, 21 and 120 \(\mathrm{meV^2}\) over all donor sites at ratios 0.02, 0.1 and 0.5, from far below the hopping result to above it.

Temperature decides whether the donor levels are occupied. With the model's binding energy, spin degeneracy two and no compensation, the ionized fraction is about \(3\times10^{-8}\) at 10 K and 0.98 at 300 K. These figures count six valleys in the band but one state on the donor. Six degenerate valley states give about \(1\times10^{-8}\) and 0.89; the phosphorus levels at 45.6, 33.9 and 32.6 meV give about \(3\times10^{-12}\) and 0.87. Excited 2s and 2p states are left out; counted as bound, they would lower the last figure to about 0.76. In each case most electrons have left the impurity band at room temperature.

## Values computed for the example and the checks

```
relative permittivity (rough): 11.7
isotropic mass (rough): 0.30 electron masses
donor density N: 1.0e+17 cm^-3
effective Bohr radius a: 2.064 nm
effective Rydberg Ry: 29.82 meV
N a^3: 8.7902e-04; N^(1/3) a: 0.0958
mean spacing N^(-1/3): 21.54 nm
second-moment coefficient 28 pi: 87.9646
fourth-moment coefficient 437 pi/16: 85.8047
band variance: 0.07732 Ry^2 = 68.75 meV^2
band standard deviation: 0.2781 Ry = 8.29 meV
donors per sampled matrix: 100
matrices: 2000 at first density, 500 at each other density
N a^3 8.7902e-04: sampled 0.07671, finite-n formula 0.07655, std error 0.00086 Ry^2
N a^3 4.0000e-03: sampled 0.34961, finite-n formula 0.34834, std error 0.00368 Ry^2
N a^3 1.6000e-02: sampled 1.39365, finite-n formula 1.39336, std error 0.00732 Ry^2
observed/predicted spread between matrices: 1.018
four-donor variance/bulk formula: 0.7528, std error 0.0064
half of variance from pairs within: 1.972 a = 4.07 nm
sampled variance share within it: 0.499
donors with such a neighbour: formula 0.0278, sampled 0.0274
median nearest-neighbour distance: 11.83 nm
hopping at that distance: 1.30 meV
sampled interquartile width: 1.92 meV
Gaussian interquartile width: 11.18 meV
sampled levels within one std deviation: 0.8560
orthogonalized-pair variance/model: 0.2694
lattice constant 0.543 nm, valley position 0.85 of 2 pi/lattice constant (rough)
valley wave number k0: 9.836 nm^-1; k0 a: 20.30
six-valley variance/model: 0.1667
masses (rough): longitudinal 0.92, transverse 0.19 electron masses
ellipsoid radii: transverse 2.436, longitudinal 1.397 nm
ellipsoid binding energy: 29.61 meV
anisotropic variance/model, estimate: 0.929
rough real binding energy: 45 meV
central-cell tail length/a: 0.814; cubed: 0.539
hopping exceeds Ry within: 1.678 a = 3.46 nm
variance share of those pairs: 0.3845
sampled levels above conduction edge: 0.00877
on-site repulsion: 1.2500 Ry = 37.27 meV
Coulomb energy at mean spacing: 5.71 meV
10 K: kT 0.862 meV, ionized fraction 2.80e-08
300 K: kT 25.85 meV, ionized fraction 0.978
```
